\section*{Resonance shift of a silicon ring from a 1 nm width error}

\section*{Problem}

A ring resonator is made from a silicon strip waveguide of width $w=500$ nm and height $h=220$ nm, surrounded by silicon dioxide. It works near the vacuum wavelength $\lambda=1550$ nm in the fundamental quasi-TE mode, whose main electric field is horizontal. The guide comes out 1 nm too wide all round the ring. How far do the resonances move, and how does the shift compare with the linewidth and with the resonance spacing?

Take these refractive indices at 1550 nm as model inputs: $3.48$ for silicon, with slope $-8.0\times10^{-5}$ per nm of wavelength, and $1.444$ for the oxide, with slope $-1.2\times10^{-5}$ per nm. For the shift, treat the ring as isolated and lossless; for the linewidth, take a loaded quality factor of $10^4$. The power is low and the walls are vertical. The width error $\delta w$ is the total one: each wall moves by $\delta w/2$, so the centre line of the guide stays in place.

\section*{Solution}

\subsection*{The shift formula}

Let $n(\lambda,w)$ be the effective index and $L$ the length of the centre line. A resonance holds a whole number $m$ of guided wavelengths:
\begin{equation}
m\lambda=n(\lambda,w)\,L .
\label{res}
\end{equation}
A small error does not change $m$. Allow for the moment that $L$ changes too. The differential of (\ref{res}) is
\begin{equation}
m\,\delta\lambda=L\left(\frac{\partial n}{\partial\lambda}\delta\lambda+\frac{\partial n}{\partial w}\delta w\right)+n\,\delta L .
\end{equation}
Insert $m=nL/\lambda$, divide by $L$ and collect the terms in $\delta\lambda$:
\begin{equation}
\left(n-\lambda\frac{\partial n}{\partial\lambda}\right)\frac{\delta\lambda}{\lambda}
=\frac{\partial n}{\partial w}\delta w+n\frac{\delta L}{L}.
\label{general}
\end{equation}
The bracket is the group index $n_g$. With the centre line fixed, $\delta L=0$ and
\begin{equation}
\boxed{\;\delta\lambda=\frac{\lambda}{n_g}\,\frac{\partial n}{\partial w}\,\delta w,\qquad
n_g=n-\lambda\frac{\partial n}{\partial\lambda}\;}
\label{shift}
\end{equation}
The ring length has dropped out. The group index appears because the mode sees a different effective index as its resonance moves.

The spacing of resonances follows from the same equation written as $m=nL/\lambda$. At fixed $w$ and $L$,
\begin{equation}
\frac{dm}{d\lambda}=L\left(\frac1\lambda\frac{\partial n}{\partial\lambda}-\frac{n}{\lambda^2}\right)=-\frac{n_gL}{\lambda^2},
\end{equation}
so a change of $m$ by one moves the resonance by about $\lambda^2/(n_gL)$, the free spectral range.

\subsection*{The mode equations}

Let $k=2\pi/\lambda$, let $\varepsilon$ be the relative permittivity, and multiply the magnetic field by the vacuum impedance. For fields varying as $e^{i(\beta z-\omega t)}$, with $\beta=kn$, Maxwell's equations are
\begin{equation}
\nabla\times\mathbf E=ik\mathbf H,\qquad \nabla\times\mathbf H=-ik\varepsilon\mathbf E .
\label{maxwell}
\end{equation}
Define $C=\partial_xE_y-\partial_yE_x$ and $D=\partial_xH_y-\partial_yH_x$. The $z$ components of (\ref{maxwell}) give $H_z=-iC/k$ and $E_z=iD/(k\varepsilon)$. Put these into the transverse components, for example $i\beta E_x-\partial_xE_z=ikH_y$, and divide by $ik$ with the proper sign:
\begin{align}
nE_x&=H_y+k^{-2}\partial_x(D/\varepsilon), & nE_y&=-H_x+k^{-2}\partial_y(D/\varepsilon),\\
nH_y&=\varepsilon E_x-k^{-2}\partial_yC, & nH_x&=-\varepsilon E_y-k^{-2}\partial_xC .
\end{align}
In $nD$ the two terms with $C$ cancel, because mixed derivatives commute. This leaves $nD=\partial_x(\varepsilon E_x)+\partial_y(\varepsilon E_y)\equiv S$. Multiply the first line by $n$ and insert the second:
\begin{align}
n^2E_x&=\varepsilon E_x-k^{-2}\partial_yC+k^{-2}\partial_x(S/\varepsilon),\nonumber\\
n^2E_y&=\varepsilon E_y+k^{-2}\partial_xC+k^{-2}\partial_y(S/\varepsilon).
\label{eig}
\end{align}
This is an eigenvalue problem for $n^2$. The numbers below come from solving it by finite differences on a mesh whose lines follow the core walls.

\subsection*{What sets the two derivatives}

Compare two modes, 1 and 2, which may differ in $k$ and in $\varepsilon$. From (\ref{maxwell}), and its complex conjugate for mode 1,
\begin{align}
&\nabla\cdot(\mathbf E_1^*\times\mathbf H_2+\mathbf E_2\times\mathbf H_1^*)\nonumber\\
&=\mathbf H_2\cdot\nabla\times\mathbf E_1^*-\mathbf E_1^*\cdot\nabla\times\mathbf H_2
+\mathbf H_1^*\cdot\nabla\times\mathbf E_2-\mathbf E_2\cdot\nabla\times\mathbf H_1^*\nonumber\\
&=i(k_2\varepsilon_2-k_1\varepsilon_1)\mathbf E_1^*\cdot\mathbf E_2+i(k_2-k_1)\mathbf H_1^*\cdot\mathbf H_2 .
\end{align}
Integrate over the cross-section. Guided fields vanish far away, so the transverse part of the divergence gives nothing, and $\partial_z$ gives $i(\beta_2-\beta_1)$. Hence
\begin{align}
&(\beta_2-\beta_1)\int(\mathbf E_1^*\times\mathbf H_2+\mathbf E_2\times\mathbf H_1^*)_z\,dA\nonumber\\
&=\int\left[(k_2\varepsilon_2-k_1\varepsilon_1)\mathbf E_1^*\cdot\mathbf E_2+(k_2-k_1)\mathbf H_1^*\cdot\mathbf H_2\right]dA .
\label{recip}
\end{align}
When the two modes approach each other, the integral on the left becomes $P=2\,\mathrm{Re}\int(\mathbf E\times\mathbf H^*)_z\,dA$, which is positive for forward power flow.

\emph{Group index.} Keep the guide and change $k$. Since $k\,d/dk=-\lambda\,d/d\lambda$, we have $d\beta/dk=n+k\,dn/dk=n_g$, and (\ref{recip}) gives
\begin{equation}
n_g=\frac1P\int\left[\frac{d(k\varepsilon)}{dk}|\mathbf E|^2+|\mathbf H|^2\right]dA .
\label{energy}
\end{equation}

\emph{Width derivative.} Keep $k$ and move each side wall outwards by $\delta w/2$. The permittivity changes from $\varepsilon_o$ (oxide) to $\varepsilon_s$ (silicon) in two thin strips. The field along the wall, $\mathbf E_\parallel$, is continuous there, but the normal electric field is not. The continuous normal quantity is $D_\perp=\varepsilon E_\perp$. To leading order the normal fields in the strip are therefore $D_\perp/\varepsilon_o$ before the change and $D_\perp/\varepsilon_s$ after it, and
\begin{equation}
(\varepsilon_s-\varepsilon_o)\frac{|D_\perp|^2}{\varepsilon_o\varepsilon_s}
=\left(\frac1{\varepsilon_o}-\frac1{\varepsilon_s}\right)|D_\perp|^2 .
\end{equation}
Divide (\ref{recip}) by $k$ and by $\delta w$:
\begin{equation}
\frac{\partial n}{\partial w}=\frac1{2P}\sum_{\rm walls}\int dy\left[(\varepsilon_s-\varepsilon_o)|\mathbf E_\parallel|^2+\left(\frac1{\varepsilon_o}-\frac1{\varepsilon_s}\right)|D_\perp|^2\right].
\label{wall}
\end{equation}
Both terms are positive. A wider guide has a larger index, and its resonances move to longer wavelength. The sensitivity is set by the fields at the side walls.

\subsection*{Numbers}

The mode solution gives $n=2.4495$. Solutions at wavelengths 2 nm to either side give $\partial n/\partial\lambda=-1.1255\times10^{-3}$ per nm, so
\begin{equation}
n_g=2.4495+1550\times1.1255\times10^{-3}=4.194 .
\end{equation}
The energy formula (\ref{energy}) also gives 4.194. Solutions at widths 2 nm to either side give $\partial n/\partial w=1.579\times10^{-3}$ per nm. The wall integral (\ref{wall}) gives $1.569\times10^{-3}$, which is 0.7\% lower; on a finer mesh the two differ by 0.5\%. For $\delta w=1$ nm,
\begin{equation}
\delta\lambda=\frac{1550\times1.579\times10^{-3}}{4.194}\ \text{nm}=0.58\ \text{nm}.
\end{equation}
In frequency this is $\delta f=-c\,\delta\lambda/\lambda^2=-73$ GHz. The last digit of the four-figure values above depends on the mesh: as it is refined, $n$ rises by about $10^{-4}$, $n_g$ by about $10^{-3}$, and $\partial n/\partial w$ and the shift by about 0.2\%. This does not affect the two figures quoted for the shift.

The formula can be compared with resonances found directly from (\ref{res}). Choose $m=100$ and let the unperturbed ring resonate at 1550 nm. Then $L=100\times1550\ \text{nm}/2.4495=63.28\ \mu$m, and the radius is $10.07\ \mu$m. With $m$ and $L$ held fixed, and $n$ computed anew at each trial wavelength, the resonance moves by $+0.5825$ nm for $\delta w=+1$ nm and by $-0.5850$ nm for $-1$ nm. Half the difference is 0.5837 nm, as (\ref{shift}) predicts. Dividing by $n$ instead of $n_g$ would give 1.00 nm, too large by the factor $n_g/n=1.71$.

\subsection*{An estimate without a mode solver}

The effective-index method replaces the rectangle by two slabs. In a symmetric slab of thickness $d$, with core index $N_c$ and cladding index $N_o$, the fundamental field is a cosine inside and decays exponentially outside. Define
\begin{equation}
u=\tfrac12kd\sqrt{N_c^2-n^2},\quad s=\tfrac12kd\sqrt{n^2-N_o^2},\quad V^2=u^2+s^2 .
\end{equation}
If the electric field is parallel to the walls, the field and its slope are continuous, which gives $u\tan u=s$. If it is mainly normal to them, the magnetic field $H$ and $\varepsilon^{-1}dH/dx$ are continuous, which gives
\begin{equation}
u\tan u=rs,\qquad r=N_c^2/N_o^2 .
\label{slab}
\end{equation}
The first condition, applied to the 220 nm film, gives the index 2.852. Use this as $N_c$ in (\ref{slab}) with $d=w$; the result is $n=2.4955$.

The width derivative has a closed form. Differentiate (\ref{slab}) and use $\tan u=rs/u$ and $\sec^2u=1+r^2s^2/u^2$:
\begin{equation}
\frac{ds}{du}=\frac{\tan u+u\sec^2u}{r}=\frac su+\frac ur+\frac{rs^2}{u}.
\end{equation}
Because $V\propto w$ at fixed $N_c$, we also have $u\,du+s\,ds=V^2dw/w$. Inserting $ds$ gives
\begin{equation}
\frac{V^2+T}{u}\,du=V^2\frac{dw}{w},\qquad T=s\left(\frac{u^2}{r}+rs^2\right).
\end{equation}
Finally, $n^2=N_c^2-4u^2/(k^2w^2)$ gives
\begin{equation}
n\frac{dn}{dw}=\frac{4u^2}{k^2w^3}\left(1-\frac wu\frac{du}{dw}\right),
\end{equation}
and, since $4u^2/(k^2w^2)=N_c^2-n^2$,
\begin{equation}
\frac{dn}{dw}=\frac{N_c^2-n^2}{n\,w}\,\frac{T}{V^2+T}.
\label{closed}
\end{equation}
Here $kw/2=\pi\times500/1550=1.013$, so $u=1.399$, $s=2.063$, $r=3.900$, $V^2=6.21$ and $T=35.3$. Then
\begin{equation}
\frac{dn}{dw}=\frac{1.905}{2.4955\times500}\times0.850=1.30\times10^{-3}\ \text{per nm}.
\end{equation}
The group index of this approximation is 4.03, and the shift is 0.50 nm. That is about 15\% below the full vector result: the width derivative is 18\% low, and the group index, 4\% low, makes up part of it.

Equation (\ref{closed}) also shows two limits of this slab model. In a wide guide $u\to\pi/2$ and $T\gg V^2$, so $dn/dw\to\pi^2/(nk^2w^3)$: the mode withdraws from the walls. In a very narrow guide $u^2\approx rs$ and $T/V^2\approx s/r\propto w^2$, so $dn/dw\propto w$: most of the mode lies in the oxide. The sensitivity therefore passes through a maximum between these limits.

\section*{A few cases}

Each row changes only the quantity named, starting from the same ring at 1550 nm.

\begin{center}
\begin{tabular}{lr}
Change & Shift (nm)\\
\hline
Width $+1$ nm, centre line fixed & $0.58$\\
Width $+10$ nm, direct solution & $5.71$\\
Outer wall alone moves out 1 nm & $0.63$\\
Film thickness $+1$ nm & $1.37$\\
Silicon warmer by 1 K & $0.071$
\end{tabular}
\end{center}

\emph{Ten nanometres.} The linear formula gives 5.84 nm, which is 2\% above the direct result. Both values carry the mesh error of about 0.2\% and rise by about 0.01 nm on refinement. The direct shifts for $\pm1$ nm already contain this curvature: half their sum is $-0.00125$ nm, and a quadratic term grows a hundredfold, to $-0.125$ nm. The larger difficulty is one of labelling. The free spectral range is $1550^2/(4.194\times63\,279)=9.05$ nm, so a shift of 5.71 nm exceeds half of it. If $m$ is unknown, the spectrum looks much as if it had moved the other way, by a little over 3 nm.

\emph{One wall.} If the outer wall alone moves, the width grows by 1 nm and the centre radius by 0.5 nm. The last term of (\ref{general}) adds
\begin{equation}
1550\times\frac{2.4495}{4.194}\times\frac{0.5}{10\,071}\ \text{nm}=0.045\ \text{nm}.
\end{equation}
If the inner wall alone moves inwards, the same amount is subtracted.

\emph{Thickness.} Here $\partial n/\partial h=3.72\times10^{-3}$ per nm. A thickness error moves the resonance about 2.35 times as far as an equal width error.

\emph{Temperature.} With the rough value $1.8\times10^{-4}$ per K for silicon, and the oxide index and all dimensions held fixed, a 1 nm width error equals a temperature change of 8.2 K. The calculation gives $\partial n/\partial n_s=1.07$ for the silicon index $n_s$. A value above one is allowed: by (\ref{recip}) this derivative is $2n_s\int_{\rm Si}|\mathbf E|^2dA/P$, a ratio of field energy to power flow and not a fraction of the mode area.

\section*{Reading the result for a real ring}

For a loaded quality factor of $10^4$, chosen here as a round value, the linewidth is 0.155 nm. A uniform error of 1 nm then moves the resonance by 3.8 linewidths, although this is only 6\% of the free spectral range. A ring of this kind that must meet a fixed wavelength to within its linewidth needs tuning, unless its width is held to about a quarter of a nanometre and its thickness and temperature are controlled as well.

Real rings depart from the model in several ways. They are curved: solving the mode problem for the bent guide at this radius changes the shift by 0.1\%. Material dispersion is already in the model; leaving it out would lower $n_g$ to 4.06 and raise the shift by 3\%. The width error of a real ring need not be uniform. If it varies slowly along the ring, the phase contains, to first order, the average of $\delta w$, and (\ref{shift}) holds with that average. A variation whose period is half a guided wavelength also couples the two directions of travel round the ring, and can split the resonance in two by an amount of first order in $\delta w$. A width error may come with a thickness error, whose shift must be added. Sloped walls, a different cladding and the phase added by a coupler, whose gap changes with the width, are not sized here. For this cross-section near 1550 nm, with vertical walls in oxide, 0.6 nm per nm is a fair working figure. The values behind it are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
wavelength 1550 nm, width 500 nm, height 220 nm
rough silicon index 3.480, slope -8.0e-05 per nm
rough oxide index 1.444, slope -1.2e-05 per nm
slab test: index, solver 3.15222, equation 3.15214
slab test: dn/dw, wall integral 1.2593e-03 per nm
slab test: dn/dw, equation 1.2598e-03 per nm
effective index n 2.4495
dn/dlam at fixed width -1.1255e-03 per nm
group index from differences 4.1939
group index from field energy 4.1939
dn/dw from differences 1.5794e-03 per nm
dn/dw from wall integral 1.5685e-03 per nm
RESULT shift for +1 nm width 0.5837 nm
RESULT frequency shift -72.8 GHz
fine mesh: n 2.4496, ng 4.1946
fine mesh: dn/dw, differences 1.5810e-03 per nm
fine mesh: dn/dw, wall integral 1.5733e-03 per nm
fine mesh: shift for +1 nm 0.5842 nm
mode number 100, ring length 63.279 um
ring radius 10.071 um
direct shift for +1 nm 0.5825 nm
direct shift for -1 nm -0.5850 nm
direct shift for +10 nm 5.714 nm
linear formula for +10 nm 5.837 nm
wrong formula with n instead of ng 0.9994 nm
free spectral range, formula 9.053 nm
free spectral range, direct mean 9.053 nm
cheap method: vertical slab index 2.8517
cheap method: n 2.4955, ng 4.0300
cheap method: dn/dw 1.2979e-03 per nm
cheap method: shift for +1 nm 0.4992 nm
bent guide: dn/dw 1.5815e-03 per nm, ng 4.1947
bent guide: shift for +1 nm 0.5844 nm
bend changes the shift by 0.12 percent
dn/dh 3.7197e-03 per nm
shift for +1 nm film thickness 1.3747 nm
dn/dn_Si 1.0670, rough dn_Si/dT 1.8e-04 per K
shift for +1 K in silicon 0.0710 nm
temperature change equal to 1 nm width 8.2 K
group index without material dispersion 4.0572
extra shift if only outer wall moves 0.0449 nm
loaded Q 10000, linewidth 0.1550 nm
shift over linewidth 3.77
shift over free spectral range 0.0645
\end{verbatim}
